# Effective permittivity of a partly air-filled spacing between metal lines: a program that tests the result

```python
"""Ideal effective permittivity of a partly air-filled spacing between lines.

Result under test: k_eff = f*1 + (1-f)*k = 1.60 for f = 0.70 and k = 3.
f: fraction of the sidewall height beside air; k: relative permittivity of
the solid; k_eff: permittivity of a uniform filling with equal capacitance.
The independent road is a two-dimensional solution of div(eps grad phi) = 0.
Capacitances from the solver are per line length, divided by epsilon_0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ellipk

# Model parameters: lengths in nm, voltage in V
k_solid, air_fraction = 3.0, 0.70
spacing, height, line_width, voltage = 20.0, 40.0, 20.0, 0.7
liner = 2.0
margin = 60.0                 # solid above and below the lines in the array
# Rough typical values, used only to size neglected effects
k_air_real = 1.0006
metal_barrier_eV = 4.5
oxygen_ionization_eV = 12.0
solid_breakdown_MV_cm = 5.0


def solve_field(eps_cells, fixed):
    """Square cells; fixed holds node potentials, NaN where unknown.
    Outer edges without fixed potential carry no normal flux.
    Returns potential and capacitance/epsilon_0 for a 1 V difference."""
    pad = np.pad(eps_cells, 1)
    g_x = 0.5 * (pad[:-1, 1:-1] + pad[1:, 1:-1])
    g_y = 0.5 * (pad[1:-1, :-1] + pad[1:-1, 1:])
    index = np.arange(fixed.size).reshape(fixed.shape)
    a = np.concatenate([index[:, :-1].ravel(), index[:-1].ravel()])
    b = np.concatenate([index[:, 1:].ravel(), index[1:].ravel()])
    g = np.concatenate([g_x.ravel(), g_y.ravel()])
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([g, g, -g, -g])
    matrix = coo_matrix((vals, (rows, cols)),
                        shape=(fixed.size, fixed.size)).tocsr()
    free = np.isnan(fixed.ravel())
    phi = np.where(free, 0.0, fixed.ravel())
    part = matrix[free]
    phi[free] = spsolve(part[:, free].tocsc(), -(part @ phi),
                        permc_spec="MMD_AT_PLUS_A")
    return phi.reshape(fixed.shape), np.sum(g * (phi[a] - phi[b]) ** 2)


def cell_centres(length, step):
    return (np.arange(int(round(length / step))) + 0.5) * step


def solve_spacing(eps_cells):
    """Left wall at 1 V, right wall at 0 V, no flux through top or bottom."""
    fixed = np.full((eps_cells.shape[0] + 1, eps_cells.shape[1] + 1), np.nan)
    fixed[:, 0], fixed[:, -1] = 1.0, 0.0
    phi, cap = solve_field(eps_cells, fixed)
    return phi, cap, cap * spacing / height


def pocket(step, fraction, wall_liner=0.0):
    """Centred air pocket in solid, with optional solid liner on the walls."""
    x = cell_centres(spacing, step)[None, :]
    y = cell_centres(height, step)[:, None]
    air = ((abs(y - height / 2) < fraction * height / 2)
           & (abs(x - spacing / 2) < spacing / 2 - wall_liner))
    return np.where(air, 1.0, k_solid)


def k_parallel(fraction, k_gas=1.0):
    return fraction * k_gas + (1 - fraction) * k_solid


# Ideal structure: potential, charge on each part, effective permittivity
k_eff = k_parallel(air_fraction)
eps_ideal = pocket(0.5, air_fraction)
phi, cap_ideal, k_numeric = solve_spacing(eps_ideal)
linear = np.linspace(1.0, 0.0, phi.shape[1])
potential_error = np.max(abs(phi - linear))
assert potential_error < 1e-9
assert abs(k_numeric - k_eff) < 1e-9
assert abs(k_eff - 1.60) < 1e-12
drop = phi[:, 0] - phi[:, 1]
wall_charge = eps_ideal[:, 0] * 0.5 * (drop[:-1] + drop[1:])
beside_air = eps_ideal[:, 0] == 1.0
cap_air = air_fraction * height / spacing
cap_rest = k_solid * (1 - air_fraction) * height / spacing
assert abs(wall_charge[beside_air].sum() - cap_air) < 1e-9
assert abs(wall_charge[~beside_air].sum() - cap_rest) < 1e-9

# Vertical position of the air is irrelevant: shuffle the horizontal layers
order = np.random.default_rng(4).permutation(eps_ideal.shape[0])
k_shuffled = solve_spacing(eps_ideal[order])[2]
assert abs(k_shuffled - k_eff) < 1e-9

# Changed air fraction, and air filling part of the width instead
fraction_low = 0.65
k_low = solve_spacing(pocket(0.5, fraction_low))[2]
assert abs(k_low - k_parallel(fraction_low)) < 1e-9
x_mid = cell_centres(spacing, 0.5)
side_by_side = np.where(x_mid < air_fraction * spacing, 1.0, k_solid)
k_series_numeric = solve_spacing(np.tile(side_by_side, (80, 1)))[2]
k_series = 1 / (air_fraction + (1 - air_fraction) / k_solid)
assert abs(k_series_numeric - k_series) < 1e-9

# Liner on both walls: two-dimensional result between two simple bounds
solid_width = 2 * liner / spacing
k_lined_column = 1 / (1 - solid_width + solid_width / k_solid)
liner_lower = k_parallel(air_fraction, k_lined_column)
liner_upper = 1 / (solid_width / k_solid + (1 - solid_width) / k_eff)
k_liner_coarse = solve_spacing(pocket(0.5, air_fraction, liner))[2]
k_liner = solve_spacing(pocket(0.25, air_fraction, liner))[2]
assert liner_lower < k_liner < liner_upper
assert abs(k_liner - k_liner_coarse) < 0.005

# Solver check: thin coplanar electrodes under a half-space of permittivity 1
pitch = spacing + line_width


def thin_electrodes(step):
    nx, ny = int(round(pitch / step)), int(round(margin / step))
    x = np.arange(nx + 1) * step
    fixed = np.full((ny + 1, nx + 1), np.nan)
    fixed[0, x <= line_width / 2] = 1.0
    fixed[0, x >= pitch - line_width / 2] = 0.0
    return solve_field(np.ones((ny, nx)), fixed)[1]


# The edge singularity makes the leading grid error proportional to step
thin_numeric = 2 * thin_electrodes(0.5) - thin_electrodes(1.0)
modulus = np.cos(np.pi * line_width / (2 * pitch))
thin_exact = ellipk(1 - modulus**2) / (2 * ellipk(modulus**2))
assert abs(thin_numeric / thin_exact - 1) < 0.01


def line_array(step, with_air):
    """Half of one line to half of the next; neighbours alternate in sign."""
    nx = int(round(pitch / step))
    ny = int(round((height + 2 * margin) / step))
    eps = np.full((ny, nx), k_solid)
    if with_air:
        top = int(round(margin / step))
        left = int(round(line_width / 2 / step))
        fill = pocket(step, air_fraction)
        eps[top:top + fill.shape[0], left:left + fill.shape[1]] = fill
    x = np.arange(nx + 1)[None, :] * step
    y = np.arange(ny + 1)[:, None] * step
    in_height = (y >= margin) & (y <= margin + height)
    fixed = np.full((ny + 1, nx + 1), np.nan)
    fixed[in_height & (x <= line_width / 2)] = 1.0
    fixed[in_height & (x >= pitch - line_width / 2)] = 0.0
    return solve_field(eps, fixed)[1]


def refined_array(with_air):
    """Right-angled metal corners give a grid error of order step**(4/3)."""
    coarse, fine = line_array(1.0, with_air), line_array(0.5, with_air)
    assert abs(coarse / fine - 1) < 0.03
    return fine + (fine - coarse) / (2 ** (4 / 3) - 1)


total_air, total_solid = refined_array(True), refined_array(False)
k_total = k_solid * total_air / total_solid
# Blocking flux at the two mouths of the spacing can only lower capacitance
fringe_floor = 2 * k_solid * thin_exact
assert total_air > cap_ideal + fringe_floor
assert total_solid > k_solid * height / spacing + fringe_floor
assert k_eff < k_total < k_solid

# Electrical stress and tunnelling through the air, without image lowering
field_MV_cm = voltage / (spacing * 1e-9) / 1e8


def decay_rate(x_nm):
    barrier_J = (metal_barrier_eV - voltage * x_nm / spacing) * const.e
    return 2 * np.sqrt(2 * const.m_e * barrier_J) / const.hbar * 1e-9


tunnel_exponent = quad(decay_rate, 0, spacing)[0]
log_transmission = -tunnel_exponent / np.log(10)
assert voltage < oxygen_ionization_eV
assert field_MV_cm < solid_breakdown_MV_cm
assert log_transmission < -50

unit = const.epsilon_0 * 1e12       # epsilon_0 in aF/um
cap_solid_ideal = k_solid * height / spacing
print(f"solid permittivity k = {k_solid:.2f}")
print(f"air height fraction f = {air_fraction:.2f}")
print(f"line width = {line_width:.0f} nm, spacing = {spacing:.0f} nm")
print(f"sidewall height = {height:.0f} nm, voltage = {voltage:.1f} V")
print(f"air height = {air_fraction * height:.0f} nm")
print(f"solid height = {(1 - air_fraction) * height:.0f} nm")
print(f"epsilon_0 = {unit:.4f} aF/um")
print(f"ideal k_eff, formula = {k_eff:.4f}")
print(f"ideal k_eff, field solver = {k_numeric:.4f}")
print(f"largest deviation from linear potential = {potential_error:.1e} V")
print(f"k_eff with shuffled layers = {k_shuffled:.4f}")
print(f"k_eff at air fraction {fraction_low:.2f} = {k_low:.4f}")
print(f"k_eff if air fills 70% of width = {k_series_numeric:.4f}")
print(f"field in air and solid = {field_MV_cm:.3f} MV/cm")
print(f"capacitance beside air = {cap_air * unit:.2f} aF/um")
print(f"capacitance beside solid = {cap_rest * unit:.2f} aF/um")
print(f"ideal sidewall capacitance = {cap_ideal * unit:.2f} aF/um")
print(f"all-solid sidewall capacitance = {cap_solid_ideal * unit:.2f} aF/um")
print(f"ideal saving = {100 * (1 - k_eff / k_solid):.1f} %")
print(f"share of charge beside air = {100 * cap_air / cap_ideal:.2f} %")
print(f"liner thickness on each wall = {liner:.1f} nm")
print(f"permittivity of lined air column = {k_lined_column:.4f}")
print(f"k_eff with liner, lower bound = {liner_lower:.4f}")
print(f"k_eff with liner, 0.50 nm grid = {k_liner_coarse:.4f}")
print(f"k_eff with liner, 0.25 nm grid = {k_liner:.4f}")
print(f"k_eff with liner, upper bound = {liner_upper:.4f}")
print(f"solver check, thin electrodes C/eps0 = {thin_numeric:.4f}")
print(f"elliptic-integral value C/eps0 = {thin_exact:.4f}")
print(f"array capacitance with air = {total_air * unit:.1f} aF/um")
print(f"array capacitance all solid = {total_solid * unit:.1f} aF/um")
print(f"effective k of total capacitance = {k_total:.2f}")
print(f"saving in total capacitance = {100*(1-k_total/k_solid):.0f} %")
print(f"rough permittivity of real air = {k_air_real:.4f}")
print(f"shift of k_eff from real air = "
      f"{k_parallel(air_fraction, k_air_real) - k_eff:.5f}")
print(f"rough metal-air barrier = {metal_barrier_eV:.1f} eV")
print(f"log10 of tunnelling probability = {log_transmission:.0f}")
print(f"largest electron energy gain = {voltage:.1f} eV")
print(f"rough O2 ionization energy = {oxygen_ionization_eV:.0f} eV")
print(f"rough solid breakdown field = {solid_breakdown_MV_cm:.0f} MV/cm")
print(f"working field / breakdown field = "
      f"{field_MV_cm / solid_breakdown_MV_cm:.2f}")
print("checks complete")
```

Printed output:

```
solid permittivity k = 3.00
air height fraction f = 0.70
line width = 20 nm, spacing = 20 nm
sidewall height = 40 nm, voltage = 0.7 V
air height = 28 nm
solid height = 12 nm
epsilon_0 = 8.8542 aF/um
ideal k_eff, formula = 1.6000
ideal k_eff, field solver = 1.6000
largest deviation from linear potential = 1.9e-15 V
k_eff with shuffled layers = 1.6000
k_eff at air fraction 0.65 = 1.7000
k_eff if air fills 70% of width = 1.2500
field in air and solid = 0.350 MV/cm
capacitance beside air = 12.40 aF/um
capacitance beside solid = 15.94 aF/um
ideal sidewall capacitance = 28.33 aF/um
all-solid sidewall capacitance = 53.13 aF/um
ideal saving = 46.7 %
share of charge beside air = 43.75 %
liner thickness on each wall = 2.0 nm
permittivity of lined air column = 1.1538
k_eff with liner, lower bound = 1.7077
k_eff with liner, 0.50 nm grid = 1.7190
k_eff with liner, 0.25 nm grid = 1.7187
k_eff with liner, upper bound = 1.7647
solver check, thin electrodes C/eps0 = 0.4998
elliptic-integral value C/eps0 = 0.5000
array capacitance with air = 56.2 aF/um
array capacitance all solid = 81.0 aF/um
effective k of total capacitance = 2.08
saving in total capacitance = 31 %
rough permittivity of real air = 1.0006
shift of k_eff from real air = 0.00042
rough metal-air barrier = 4.5 eV
log10 of tunnelling probability = -181
largest electron energy gain = 0.7 eV
rough O2 ionization energy = 12 eV
rough solid breakdown field = 5 MV/cm
working field / breakdown field = 0.07
checks complete
```
